Thermal Broadening in Subgap Density Extraction from an Exponential Tail

**Question**

A thin film of an amorphous oxide semiconductor has localized states below its conduction band edge Ec. Their density per unit volume and energy is

g(E) = N exp[(E − Ec)/w],

where w is the tail width. Each state holds at most one electron and is filled with the Fermi probability

f(E) = 1/{1 + exp[(E − EF)/kT]}.

The film is in thermal equilibrium, and the potential is the same throughout its thickness. The trapped electron density is n(EF) = ∫ g f dE. A capacitance measurement moves EF relative to Ec and records the change of n. The charge derivative

D(EF) = dn/dEF

is then reported as the density of states at the Fermi level. Treat the exponential as extending over all energies until part (f), and write a = kT/w.

For numbers use T = 300 K (kT = 25.852 meV), w = 50 meV, N = 1.0×10²⁰ cm⁻³ eV⁻¹ and EF = Ec − 0.30 eV.

**(a) Write D/g(EF) as a dimensionless integral that depends on a alone, and find when it converges.**

*Answer.* The band edge is the fixed origin of energy, so EF enters n through f alone. Since f depends on the difference E − EF, ∂f/∂EF = −∂f/∂E, and

D = ∫ g(E) (−∂f/∂E) dE.

The derivative is therefore an average of g over a thermal window, not the value of g at one energy. Put u = (E − EF)/kT. Then

−∂f/∂E = (1/kT) eᵘ/(1 + eᵘ)² = K(u)/kT, K(u) = 1/[4 cosh²(u/2)],

where the last form follows on dividing numerator and denominator by eᵘ. With dE = kT du and g(E) = g(EF) exp(au),

D/g(EF) = R(a) = ∫ exp(au) K(u) du, u from −∞ to ∞.

For large positive u, K ≈ exp(−u) and the integrand falls as exp[−(1 − a)u]. For large negative u it behaves as exp[(1 + a)u]. With a > 0 the integral converges if a < 1, that is, if kT < w.

**(b) Evaluate R(a), and show that the derivative overestimates g(EF) by 63 percent for the given width and temperature. Discuss the limits a → 0 and a → 1.**

*Answer.* Let F(u) = 1/(1 + eᵘ), so that K = −dF/du. Integration by parts gives

R = −[exp(au) F(u)] + a I, I = ∫ exp(au)/(1 + eᵘ) du.

The bracket vanishes at both ends: it falls as exp[−(1 − a)u] at the top and as exp(au) at the bottom. Hence R = aI.

To find I, integrate h(z) = exp(az)/(1 + eᶻ) counterclockwise around the rectangle with corners −L, L, L + 2πi and −L + 2πi. On the right side |h| ≤ exp(aL)/(e^L − 1), and on the left side |h| ≤ exp(−aL)/(1 − e^(−L)). Both bounds vanish as L → ∞ for 0 < a < 1. On the upper side h(u + 2πi) = exp(2πia) h(u), and the path runs backwards, so the contour integral tends to

I [1 − exp(2πia)].

The one pole inside is at z = iπ. There the derivative of 1 + eᶻ is exp(iπ) = −1, so the residue is −exp(iπa). The residue theorem gives

I [1 − exp(2πia)] = −2πi exp(iπa).

Division by exp(iπa) turns the left side into I [exp(−iπa) − exp(iπa)] = −2i I sin(πa). Therefore I = π/sin(πa), and

D/g(EF) = R(a) = πa/sin(πa).

For the given values,

a = 25.852/50 = 0.51704, πa = 1.62433, sin(πa) = 0.99857,

R = 1.62433/0.99857 = 1.6267.

The overestimate is 63 percent of the true density. In absolute terms,

g(EF) = 1.0×10²⁰ × exp(−0.30/0.050) = 2.479×10¹⁷ cm⁻³ eV⁻¹,

D = 1.6267 × 2.479×10¹⁷ = 4.032×10¹⁷ cm⁻³ eV⁻¹.

As a test, n was summed over energy in steps of 0.5 meV and differentiated by a central difference with EF moved by ±0.5 meV. This also gave a ratio of 1.6267.

As a → 0, sin(πa) → πa and R → 1: a tail much wider than kT is nearly constant across the thermal window. As a → 1, sin(πa) = sin[π(1 − a)] ≈ π(1 − a), so R ≈ 1/(1 − a) diverges. For w = 50 meV this happens at 580 K. From that point on the integral diverges, so the infinite tail is no longer a usable model, and the charge depends on where the tail ends.

**(c) At which energies do the states that contribute to D lie?**

*Answer.* The logarithm of the integrand is au − 2 ln cosh(u/2) + constant. Its derivative, a − tanh(u/2), decreases with u and vanishes at the maximum

u = 2 artanh(a),

which is 29.6 meV above EF. The mean of u, weighted with the same integrand, is R′(a)/R(a), because differentiating exp(au) with respect to a brings down a factor u. From ln R = ln(πa) − ln sin(πa),

⟨u⟩ = 1/a − π cot(πa),

or 54.4 meV above EF. The mean lies above the maximum because the integrand falls more slowly upwards, as exp[−(1 − a)u], than downwards, as exp[−(1 + a)|u|]. The thermal window is symmetric about EF, but the exponential gains more over a step up in energy than it loses over an equal step down, so its average exceeds g(EF). The cause is the upward curvature of g: a density rising along a straight line would also weight the upper half more, yet its average would equal g(EF).

The reported value can also be read as a correct density assigned to the wrong energy. Since g(EF + Δ) = g(EF) exp(Δ/w), the value D belongs to the energy EF + w ln R, which is 24.3 meV above EF.

**(d) Derive the first two Sommerfeld corrections and compare them with the full result.**

*Answer.* K is even, so the part of exp(au) that is odd in u integrates to zero:

R = ∫ cosh(au) K du = 1 + (a²/2) M₂ + (a⁴/24) M₄ + …, Mₚ = ∫ uᵖ K du.

The leading 1 is ∫ K du = F(−∞) − F(∞). For even p ≥ 2, integrating by parts on the half line gives

Mₚ = 2p ∫ uᵖ⁻¹ F(u) du, u from 0 to ∞.

There F = e^(−u) − e^(−2u) + e^(−3u) − …, and ∫ uᵖ⁻¹ e^(−mu) du = (p − 1)!/mᵖ. Hence

Mₚ = 2 p! Sₚ, Sₚ = 1 − 1/2ᵖ + 1/3ᵖ − ….

The alternating sum is the sum of all 1/mᵖ minus twice its even terms, so Sₚ = (1 − 2^(1−p)) ζ(p). With ζ(2) = π²/6 and ζ(4) = π⁴/90, S₂ = π²/12 and S₄ = 7π⁴/720. Thus M₂ = π²/3, M₄ = 7π⁴/15, and

R = 1 + (πa)²/6 + 7(πa)⁴/360 + ….

Numerically,

first correction: 1 + 1.62433²/6 = 1.4397,

two corrections: 1.4397 + 7 × 1.62433⁴/360 = 1.5751.

The first correction predicts an overestimate of 44 percent where the full result is 63 percent, so it supplies 70 percent of the excess. Every term of the series is positive, so each truncation falls short. The series converges for a < 1, but a ≈ 0.5 is not small enough for one term. At 300 K the first correction comes within 1 percent of R when w reaches about 95 meV.

**(e) How well can g(EF) be recovered from measured D(EF)?**

*Answer.* There are two ways to use the first correction, and they err in opposite directions.

Dividing by the truncated factor gives D/1.4397 = 2.80×10¹⁷ cm⁻³ eV⁻¹, still 13 percent above the true density.

The other way needs no assumed shape. Expanding g about EF in the integral of part (a) gives D = g + (π²/6)(kT)² g″ + …. To this order g″ may be replaced by D″, which is measurable:

g ≈ D − (π²/6)(kT)² D″.

For the exponential tail R does not depend on EF, so D is proportional to exp(EF/w) and D″ = D/w². The estimate becomes

D [1 − (πa)²/6] = 0.5603 × 4.032×10¹⁷ = 2.26×10¹⁷ cm⁻³ eV⁻¹,

which is 9 percent below the true density.

The full correction uses the same constancy of R. The slope d(ln D)/dEF equals 1/w, so the raw data give the right width although their magnitude is wrong. Values of D at EF ± 5 meV, from the summed charge, return w = 50.00 meV, and division by πa/sin(πa) then returns 2.479×10¹⁷ cm⁻³ eV⁻¹. This success is for noiseless data from a pure exponential in a flat film with no other states; a curved plot of ln D signals that the constant factor does not apply. Part (f) shows that a deep background or band bending biases the slope.

**(f) The parameters are meant for amorphous indium gallium zinc oxide. Judge how far the 63 percent survives in a device.**

*Answer.* *End of the tail and free electrons.* Let the tail stop at Ec, a depth d above EF. For d ≫ kT the lost part of R is

∫ exp[−(1 − a)u] du from d/kT to ∞ = exp[−(1 − a)d/kT]/(1 − a),

or 0.008 at d = 0.30 eV. Free electrons, with density Nc exp(−d/kT), add to the measured ratio

Nc exp(−d/kT)/[kT g(EF)] = [Nc/(N kT)] exp[−(1 − a)d/kT].

With Nc = 5×10¹⁸ cm⁻³ this is 0.007. The two effects share one exponential, and their quotient, gain over loss, is Nc(1 − a)/(N kT) = 0.93. They nearly cancel because of the chosen Nc and N, not for a general reason. At d = 0.10 eV the tail alone gives 1.31 and the free electrons 0.29, total 1.61. Subtracting the free charge there would leave an overestimate of 31 percent.

*Deep states.* A flat background is reported correctly, since ∫ K du = 1. With 5×10¹⁶ cm⁻³ eV⁻¹ added, the ratio is (4.032 + 0.5)/(2.479 + 0.5) = 1.52. The background adds to D but not to its slope, so the width read from ln D becomes 50 × 4.532/4.032 = 56 meV.

*Spin.* Suppose g counts sites that are either empty or hold one electron of either spin. The occupation becomes 1/(1 + ½eᵘ), a Fermi function with EF raised by kT ln 2. The ratio gains a factor exp(kT ln 2/w) = 2ᵃ = 1.43 and becomes 2.33. If g counts two spin states per site, the ratio is half that, 1.16. The 63 percent thus belongs to the stated rule of one independent electron per state. The slope of ln D cannot reveal the difference, because 2ᵃ is also independent of EF.

*Temperature.* With w and EF − Ec held fixed, R for the infinite tail is 1.39 at 250 K and 2.00 at 350 K (1.95 with the tail ended at Ec); the first correction gives 1.31 and 1.60.

*Band bending.* For a small potential φ in an initially flat film, the added electron density is qDφ with D per joule, and Poisson's equation reads φ″ = φ/λ² with λ = √(ε/q²D). For relative permittivity 11, λ = 38.8 nm. With φ = φs at the gated surface and zero field at the back of a film of thickness t,

φ(x) = φs cosh[(t − x)/λ]/cosh(t/λ).

Integrating over x, the sheet charge relative to a flat film is tanh(κ)/κ with κ = t/λ. For t = 20 nm, κ = 0.515 and the factor is 0.92. For this small step from a flat film, a flat-film analysis would therefore read D about 8 percent low, and the apparent ratio would be about 1.50. If the gate instead raises EF at the surface from a much lower flat-film level, the bending is no longer small and the shortfall grows: it is about 14 percent when the film starts at Ec − 0.50 eV and its surface reaches Ec − 0.30 eV. Because the shortfall grows with D, it also flattens ln D: the slope there gives a width near 58 meV instead of 50 meV.

*The real material.* The values of N, Nc, permittivity and thickness are rough typical ones. Tail widths extracted for this oxide vary with processing and method, roughly from ten to a hundred meV, so 50 meV is not a narrow tail. Below about 26 meV at 300 K, a exceeds 1 and the formula fails. Between EF and Ec the integrand then varies as exp[(a − 1)u], so for clearly narrower tails, with EF many kT below Ec, the tail's part of the charge derivative comes mainly from states near the band edge: with EF 0.30 eV below Ec, half of it lies within 57 meV of Ec for w = 20 meV and within 25 meV for w = 15 meV. Free electrons then add about Nc(a − 1)/(N kT) times the tail's part, 0.6 and 1.4 in these two cases. The width itself matters greatly: with the tail ended at Ec and EF 0.30 eV below it, the tail alone gives a ratio of 5.0 for w = 30 meV (free electrons add 0.39) and 1.12 for w = 100 meV. At the fixed width of 50 meV and the chosen N, the occupation rule moves the result most among the effects sized here. This ranking depends on N, because the free-electron share of the ratio scales as 1/N: for N = 10¹⁹ cm⁻³ eV⁻¹ the total ratio is 1.69 at d = 0.30 eV and about 4.3 at d = 0.10 eV. Traps too slow to follow the measurement would break the assumption of equilibrium; their effect is not sized here. The remaining values are in the numerical output below.

Computed values

```
Temperature: 300 K; kT: 25.852 meV
Tail width: 50 meV; a = kT/w: 0.51704
pi*a: 1.62433 rad; sin(pi*a): 0.99857
Tail density at band edge: 1.00e+20 cm^-3 eV^-1
Fermi level below band edge: 0.30 eV
True density at Fermi level: 2.4788e+17 cm^-3 eV^-1
Trapped electron density: 2.0160e+16 cm^-3
Charge derivative: 4.0322e+17 cm^-3 eV^-1
Ratio from summed charge: 1.6267
Ratio from formula: 1.6267
Overestimate: 62.7 percent
Sommerfeld ratio, first correction: 1.4397
Sommerfeld ratio, two corrections: 1.5751
Share of excess in first correction: 70.2 percent
Peak of sampled states above EF: 29.6 meV
Mean of sampled states above EF: 54.4 meV
Equivalent energy shift w ln R: 24.3 meV
Estimate, divided by first correction: 2.8006e+17 cm^-3 eV^-1, error +13.0 percent
Estimate, curvature subtracted: 2.2576e+17 cm^-3 eV^-1, error -8.9 percent
Estimate, full correction, width from slope: 2.4788e+17 cm^-3 eV^-1, error +0.0 percent
Width recovered from slope: 50.00 meV
Width where first correction is 1 percent low at 300 K: 94.8 meV
Effective band density: 5.0e+18 cm^-3
EF 0.30 eV below edge: ended-tail ratio 1.6191, free-electron part 0.0071, sum 1.6262
EF 0.20 eV below edge: ended-tail ratio 1.5773, free-electron part 0.0461, sum 1.6234
EF 0.10 eV below edge: ended-tail ratio 1.3112, free-electron part 0.2943, sum 1.6055
Flat deep background: 5.0e+16 cm^-3 eV^-1
Ratio with deep background: 1.5215
Spin multiplier 2^a: 1.4310
Ratio with spin factor two: 2.3278
At 250 K: ratio 1.3862, first correction 1.3054
At 300 K: ratio 1.6267, first correction 1.4397
At 350 K: ratio 1.9993, first correction 1.5985
Temperature where kT = w: 580.2 K
Relative permittivity: 11; film thickness: 20 nm
Screening length: 38.8 nm; kappa: 0.5151
Sheet-charge derivative relative to flat film: 0.921
Back-surface potential relative to front: 0.880
```
